# Travel Length of an Adatom above a Surfactant Layer: a numerical check

```python
# Result under test: an adatom that diffuses above a surfactant layer with
# coefficient D and exchanges irreversibly at constant rate k has the length
#     lam = sqrt(D/k).
# lam is the decay length of the steady profile and the mean absolute
# displacement along one axis at exchange. In the plane the rms distance is
# 2*lam and the mean distance is pi*lam/2.
# Symbols: a = site spacing, gamma = hop rate to each of four neighbours,
# D = gamma*a^2, k = exchange rate, k_ret = rate of return to the top.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import k0, k1

KB = const.k / const.e          # eV/K
H_EV = const.h / const.e        # eV s


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


# --- Place of exchange: integral over exchange times against Bessel laws ---
D_test, k_test = 1.7, 0.6
lam_test = np.sqrt(D_test / k_test)
for r in (0.5, 2.0, 5.0):
    density = quad(lambda t: k_test * np.exp(-k_test * t - r**2 / (4 * D_test * t))
                   / (4 * np.pi * D_test * t), 0, np.inf, limit=300)[0]
    beyond = quad(lambda t: k_test * np.exp(-k_test * t - r**2 / (4 * D_test * t)),
                  0, np.inf, limit=300)[0]
    assert close(density, k0(r / lam_test) / (2 * np.pi * lam_test**2), 1e-5)
    assert close(beyond, r / lam_test * k1(r / lam_test), 1e-5)


# --- Lattice master equation: distribution of the exchange site ---
def exchange_map(gamma_x, gamma_y, half):
    """Exchange-site probabilities for k = 1, a = 1, source at the centre."""
    n = 2 * half + 1
    second_difference = diags([1.0, -2.0, 1.0], [-1, 0, 1], shape=(n, n))
    one = identity(n)
    operator = (identity(n * n) - gamma_x * kron(second_difference, one)
                - gamma_y * kron(one, second_difference)).tocsc()
    source = np.zeros(n * n)
    source[half * n + half] = 1.0
    return spsolve(operator, source).reshape(n, n)


half = 80
site = np.arange(-half, half + 1)
X, Y = np.meshgrid(site, site, indexing="ij")
lam_grid = 5.0
prob = exchange_map(lam_grid**2, lam_grid**2, half)
assert close(prob.sum(), 1.0, 1e-5)
assert close((prob * (X**2 + Y**2)).sum(), 4 * lam_grid**2, 1e-3)
# Lattice discreteness shifts these two means by order (a/lam)^2.
assert close((prob * np.abs(X)).sum(), lam_grid, 0.01)
assert close((prob * np.hypot(X, Y)).sum(), np.pi * lam_grid / 2, 0.01)
profile = prob.sum(axis=1)
xi_grid = 5 / np.log(profile[half + 5] / profile[half + 10])
assert close(xi_grid, 1 / np.arccosh(1 + 1 / (2 * lam_grid**2)), 1e-5)
assert close(xi_grid / lam_grid - 1, 1 / (24 * lam_grid**2), 0.05)

prob = exchange_map(16.0, 36.0, half)     # anisotropic: lengths 4 and 6
assert close((prob * X**2).sum(), 2 * 16.0, 2e-3)
assert close((prob * Y**2).sum(), 2 * 36.0, 2e-3)


# --- Returns to the top: mean-square displacement along one axis ---
def time_on_top(k, k_ret, t):
    total = k + k_ret
    return k_ret * t / total + k / total**2 * (1 - np.exp(-total * t))


n = 101
hop = np.diag(np.ones(n - 1), 1) + np.diag(np.ones(n - 1), -1)
hop -= np.diag(hop.sum(axis=0))
eye = np.eye(n)
k_t, kr_t, t_t = 0.5, 0.1, 8.0
generator = np.block([[hop - k_t * eye, kr_t * eye],
                      [k_t * eye, -kr_t * eye]])
start = np.zeros(2 * n)
start[n // 2] = 1.0
final = expm(generator * t_t) @ start
x_line = np.arange(n) - n // 2
msd_line = ((final[:n] + final[n:]) * x_line**2).sum()
assert close(msd_line, 2 * time_on_top(k_t, kr_t, t_t), 1e-6)

# --- Worked example: rough typical values for surfactant-mediated MBE ---
a = 0.4                 # nm
nu = 1e13               # 1/s, same prefactor for all processes
E_hop, E_ex, E_ret, E_des = 0.5, 0.8, 1.6, 2.5    # eV
T = 600.0               # K
growth = 0.1            # monolayers per second
terrace = 100.0         # nm
dE_aniso, dE_error, prefactor_ratio = 0.1, 0.05, 10.0


def rate(barrier, temperature):
    return nu * np.exp(-barrier / (KB * temperature))


def travel_length(temperature):
    return a * np.exp((E_ex - E_hop) / (2 * KB * temperature))


rng = np.random.default_rng(12345)


def random_walks(temperature, walkers=200000):
    """Hop until exchange; return x, y in nm and the number of hops."""
    g, k = rate(E_hop, temperature), rate(E_ex, temperature)
    hops = rng.geometric(k / (k + 4 * g), walkers) - 1
    # On a square lattice x+y and x-y are independent walks of unit steps.
    u = 2 * rng.binomial(hops, 0.5) - hops
    v = 2 * rng.binomial(hops, 0.5) - hops
    return a * (u + v) / 2, a * (u - v) / 2, hops


# Tolerances below are several statistical standard errors.
lengths = {}
for temp in (500.0, 600.0, 700.0):
    x, y, hops = random_walks(temp)
    lengths[temp] = travel_length(temp)
    assert close(np.abs(x).mean(), lengths[temp], 0.015)
    if temp == T:
        r = np.hypot(x, y)
        sim_x, sim_r = np.abs(x).mean(), r.mean()
        sim_rms, sim_hops = np.sqrt((r**2).mean()), hops.mean()
        sim_beyond = (r > lengths[temp]).mean()
assert lengths[500.0] > lengths[600.0] > lengths[700.0]

gamma, k_ex = rate(E_hop, T), rate(E_ex, T)
D = gamma * a**2                         # nm^2/s
lam = np.sqrt(D / k_ex)
mean_hops = 4 * gamma / k_ex
beyond_lam = k1(1.0)
assert close(lam, lengths[T], 1e-10)
assert close(sim_r, np.pi * lam / 2, 0.015)
assert close(sim_rms, 2 * lam, 0.015)
assert close(sim_hops, mean_hops, 0.015)
assert abs(sim_beyond - beyond_lam) < 0.01

# Absorbing steps: finite differences for uniform deposition on a terrace.
m = 4000
h = terrace / m
bands = np.zeros((3, m - 1))
bands[0, 1:] = bands[2, :-1] = -lam**2 / h**2
bands[1] = 1 + 2 * lam**2 / h**2
coverage_profile = solve_banded((1, 1), bands, np.ones(m - 1))
captured_fd = 1 - coverage_profile.sum() * h / terrace
captured = 2 * lam / terrace * np.tanh(terrace / (2 * lam))
assert close(captured_fd, captured, 1e-3)

# Other neglected effects, for the same numbers.
kT = KB * T
k_ret = rate(E_ret, T)
t_layer = 1 / growth
returns = k_ret * t_layer
rms_returns = np.sqrt(4 * D * time_on_top(k_ex, k_ret, t_layer))
assert close(rms_returns, 2 * lam * np.sqrt(1 + returns), 1e-4)
lam_slow = lam * np.exp(-dE_aniso / (2 * kT))
factor_barrier = np.exp(dE_error / (2 * kT))
factor_prefactor = np.sqrt(prefactor_ratio)
top_coverage = growth / k_ex
encounters = 2 * mean_hops * top_coverage
desorption = rate(E_des, T) / k_ex
xi = a / np.arccosh(1 + a**2 / (2 * lam**2))
wigner = (H_EV * nu / kT)**2 / 24

print("INPUTS (rough typical values)")
print(f"site spacing a = {a:.1f} nm")
print(f"attempt frequency = {nu:.0e} 1/s")
print(f"hop barrier = {E_hop:.1f} eV")
print(f"exchange barrier = {E_ex:.1f} eV")
print(f"return barrier = {E_ret:.1f} eV")
print(f"desorption barrier = {E_des:.1f} eV")
print(f"temperature = {T:.0f} K")
print(f"growth rate = {growth:.1f} monolayer/s")
print(f"terrace width = {terrace:.0f} nm")
print("RATES AND LENGTHS")
print(f"thermal energy = {kT:.5f} eV")
print(f"hop rate per direction = {gamma:.3e} 1/s")
print(f"D = {D * 1e-14:.3e} cm2/s")
print(f"exchange rate k = {k_ex:.3e} 1/s")
print(f"mean lifetime on top = {1e6 / k_ex:.3f} microseconds")
print(f"lam = sqrt(D/k) = {lam:.2f} nm")
print(f"lam converted = {10 * lam:.1f} angstrom")
print(f"mean distance pi*lam/2 = {np.pi * lam / 2:.2f} nm")
print(f"rms distance 2*lam = {2 * lam:.2f} nm")
print(f"fraction ending beyond lam = {beyond_lam:.3f}")
print(f"mean number of hops = {mean_hops:.0f}")
print(f"mean path length = {mean_hops * a:.0f} nm")
print(f"lam at 500 K = {lengths[500.0]:.2f} nm")
print(f"lam at 700 K = {lengths[700.0]:.2f} nm")
print("RANDOM WALKS AT THE EXAMPLE TEMPERATURE (200000 walkers)")
print(f"simulated mean |x| = {sim_x:.2f} nm")
print(f"simulated mean distance = {sim_r:.2f} nm")
print(f"simulated rms distance = {sim_rms:.2f} nm")
print(f"simulated fraction beyond lam = {sim_beyond:.3f}")
print("NEGLECTED EFFECTS")
print(f"return rate = {k_ret:.3f} 1/s")
print(f"time to grow one monolayer = {t_layer:.0f} s")
print(f"returns of an isolated atom in that time = {returns:.2f}")
print(f"rms distance with returns = {rms_returns:.1f} nm")
print(f"fraction captured by absorbing steps = {captured:.3f}")
print(f"same fraction, finite differences = {captured_fd:.3f}")
print(f"hop barrier raised along slow axis by = {dE_aniso:.2f} eV")
print(f"lam along slow axis = {lam_slow:.2f} nm")
print(f"error assumed in barrier difference = {dE_error:.2f} eV")
print(f"resulting factor in lam = {factor_barrier:.2f}")
print(f"prefactor ratio hop/exchange assumed = {prefactor_ratio:.0f}")
print(f"resulting factor in lam = {factor_prefactor:.2f}")
print(f"adatom coverage on top = {top_coverage:.1e} monolayer")
print(f"encounters per excursion, rough bound = {encounters:.1e}")
print(f"desorption rate / exchange rate = {desorption:.1e}")
print(f"lattice shift of decay length = {100 * (xi / lam - 1):.4f} percent")
print(f"tunnelling correction to one rate = {100 * wigner:.1f} percent")
print("OK")
```

Printed output:

```
INPUTS (rough typical values)
site spacing a = 0.4 nm
attempt frequency = 1e+13 1/s
hop barrier = 0.5 eV
exchange barrier = 0.8 eV
return barrier = 1.6 eV
desorption barrier = 2.5 eV
temperature = 600 K
growth rate = 0.1 monolayer/s
terrace width = 100 nm
RATES AND LENGTHS
thermal energy = 0.05170 eV
hop rate per direction = 6.312e+08 1/s
D = 1.010e-06 cm2/s
exchange rate k = 1.907e+06 1/s
mean lifetime on top = 0.524 microseconds
lam = sqrt(D/k) = 7.28 nm
lam converted = 72.8 angstrom
mean distance pi*lam/2 = 11.43 nm
rms distance 2*lam = 14.56 nm
fraction ending beyond lam = 0.602
mean number of hops = 1324
mean path length = 530 nm
lam at 500 K = 13.00 nm
lam at 700 K = 4.81 nm
RANDOM WALKS AT THE EXAMPLE TEMPERATURE (200000 walkers)
simulated mean |x| = 7.29 nm
simulated mean distance = 11.45 nm
simulated rms distance = 14.58 nm
simulated fraction beyond lam = 0.601
NEGLECTED EFFECTS
return rate = 0.364 1/s
time to grow one monolayer = 10 s
returns of an isolated atom in that time = 3.64
rms distance with returns = 31.3 nm
fraction captured by absorbing steps = 0.146
same fraction, finite differences = 0.146
hop barrier raised along slow axis by = 0.10 eV
lam along slow axis = 2.77 nm
error assumed in barrier difference = 0.05 eV
resulting factor in lam = 1.62
prefactor ratio hop/exchange assumed = 10
resulting factor in lam = 3.16
adatom coverage on top = 5.2e-08 monolayer
encounters per excursion, rough bound = 1.4e-04
desorption rate / exchange rate = 5.3e-15
lattice shift of decay length = 0.0126 percent
tunnelling correction to one rate = 2.7 percent
OK
```
